# Polaron equations from a self-interaction-corrected energy: derivation and model tests, part 2

An electron $\psi$ added to an insulator can bind to the lattice distortion it creates. Hartree atomic units are used. The supercell has $N_p$ cells at $\mathbf R_p$. Atom $\kappa$ of mass $M_\kappa$ in cell $p$ moves by $\Delta\tau_{\kappa\alpha p}$ along $\alpha$, and $i=(\kappa\alpha p)$. The undistorted crystal has Hamiltonian $H_0$, energy $E_0$, bands $\varepsilon_{n\mathbf k}$, states $\psi_{n\mathbf k}$, conduction band minimum $\varepsilon_{\rm CBM}$, force constants $C_{ij}$ and dynamical matrix $D(\mathbf q)$, with eigenvectors $e_{\kappa\alpha,\nu}(\mathbf q)$ and eigenvalues $\omega_{\mathbf q\nu}^2$. With $\partial_iV$ the self-consistent derivative of the potential,

$$\Delta_{\mathbf q\nu}V=\sum_{\kappa\alpha p}\frac{e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_p}}{\sqrt{2M_\kappa\omega_{\mathbf q\nu}}}\,\partial_{\kappa\alpha p}V,\qquad g_{mn\nu}(\mathbf k,\mathbf q)=\langle\psi_{m,\mathbf k+\mathbf q}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle .\tag{1}$$

Sums over $\mathbf q\nu$ omit the $\mathbf q=0$ acoustic modes.

Let $\Delta n=|\psi|^2$, $\Delta n_B$ be its compensating background, $n=n_\uparrow+n_\downarrow$ the neutral density, $E_H[a]=\tfrac12\iint a(\mathbf r)a(\mathbf r')/|\mathbf r-\mathbf r'|$ and $F(s)=E_{xc}[n_\uparrow+s\Delta n,n_\downarrow]$. The corrected energy is

$$E^{\rm SIC}=E[n+\Delta n,\tau]-E_H[\Delta n-\Delta n_B]-\tfrac12\big[F(1)-2F(0)+F(-1)\big].\tag{7}$$

**Lemma 1.** With valence orbitals that do not respond to $\psi$,

$$E^{\rm SIC}=E[n,\tau]+\langle\psi|H_{KS}[n,\tau]|\psi\rangle+R,\qquad R=\tfrac14\int_{-1}^{1}(1-|s|)^2F'''(s)\,ds .$$

Dropping $R$, with $\psi$ in the conduction manifold, gives

$$E^{\rm SIC}=E_0+\tfrac12\sum_{ij}C_{ij}\Delta\tau_i\Delta\tau_j+\langle\psi|H_0|\psi\rangle+\sum_i\Delta\tau_if_i,\qquad f_i=\langle\psi|\partial_iV|\psi\rangle .\tag{8}$$

Here $-f_i$ is the force of the electron on the atom. Assumptions cited below:

- **A3.** The neutral energy is harmonic in $\Delta\tau$, and the self-consistent Kohn–Sham potential is linear in it.
- **A5.** The centre of mass is fixed, $\sum_{\kappa p}M_\kappa\Delta\tau_{\kappa\alpha p}=0$, and $C$ is positive definite on such displacements.
- **A6.** The nuclei are classical and at rest.

**Theorem.** For $\psi=N_p^{-1/2}\sum_{n\mathbf k}A_{n\mathbf k}\psi_{n\mathbf k}$ with $N_p^{-1}\sum|A_{n\mathbf k}|^2=1$, the stationary points solve

$$\frac{2}{N_p}\sum_{\mathbf qm\nu}B_{\mathbf q\nu}\,g^*_{mn\nu}(\mathbf k,\mathbf q)\,A_{m,\mathbf k+\mathbf q}=(\varepsilon_{n\mathbf k}-\varepsilon)A_{n\mathbf k},\tag{2}$$

$$B_{\mathbf q\nu}=\frac{1}{N_p}\sum_{mn\mathbf k}A^*_{m,\mathbf k+\mathbf q}\,\frac{g_{mn\nu}(\mathbf k,\mathbf q)}{\omega_{\mathbf q\nu}}\,A_{n\mathbf k},\tag{3}$$

$$\Delta\tau_{\kappa\alpha p}=-\frac{2}{N_p}\sum_{\mathbf q\nu}B^*_{\mathbf q\nu}\,\frac{e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_p}}{\sqrt{2M_\kappa\omega_{\mathbf q\nu}}}.\tag{4}$$

With $E_{\rm lat}=N_p^{-1}\sum_{\mathbf q\nu}|B_{\mathbf q\nu}|^2\omega_{\mathbf q\nu}$, the eigenvalue and the formation energy, measured from the undistorted crystal with the electron at the conduction band minimum, are

$$\varepsilon=\frac1{N_p}\sum_{n\mathbf k}|A_{n\mathbf k}|^2\varepsilon_{n\mathbf k}-2E_{\rm lat},\tag{5}$$

$$\Delta E_f=\frac1{N_p}\sum_{n\mathbf k}|A_{n\mathbf k}|^2(\varepsilon_{n\mathbf k}-\varepsilon_{\rm CBM})-E_{\rm lat}=\varepsilon-\varepsilon_{\rm CBM}+E_{\rm lat}.\tag{6}$$

The P1 output lines test Lemma 1 on H$_2$O with $\Delta n=\lambda|\psi_{\rm HOMO}|^2$. They list remainders beyond $\lambda\langle H_{KS}\rangle$ without (raw) and with (SIC) the correction; "kernel" is the $\lambda^3$ coefficient from $F'''(0)/6$.

**Remark 4 (phases).** Under $\psi_{n\mathbf k}\to e^{i\theta_{n\mathbf k}}\psi_{n\mathbf k}$ the amplitudes go to $e^{-i\theta_{n\mathbf k}}A_{n\mathbf k}$ and $B$ is unchanged. Under $e_\nu(\mathbf q)\to e^{i\phi}e_\nu(\mathbf q)$ both $g$ and $B$ gain $e^{i\phi}$, so $Bg^*$ in (2) and $B^*e$ in (4) are invariant; the unconjugated products would not be. Since $C$ is real, $D(-\mathbf q)=D(\mathbf q)^*$. The choice $e(-\mathbf q)=e^*(\mathbf q)$ gives $\Delta_{-\mathbf q\nu}V=(\Delta_{\mathbf q\nu}V)^\dagger$ and $B_{-\mathbf q\nu}=B^*_{\mathbf q\nu}$; for nondegenerate modes $|B_{-\mathbf q\nu}|=|B_{\mathbf q\nu}|$ in any gauge.

**Remark 5 (meaning of $\varepsilon$).** By Lemma 1, $\varepsilon$ is the energy of adding the electron at the frozen polaron geometry. It lies below $\varepsilon_{\rm CBM}+\Delta E_f$ by $E_{\rm lat}$, the energy the lattice releases after vertical removal. If $\psi$ is given norm $\lambda$, then $E(\lambda)=\min[\tfrac12\Delta\tau C\Delta\tau+\lambda\langle H\rangle]$ with $\langle H\rangle$ taken in the normalized state. The implicit dependence on $\lambda$ drops out at a stationary point, so $dE/d\lambda=\varepsilon$.

**Remark 6 (masses and A6).** Masses enter (8) only through A5. A common rescaling of all masses never changes $\Delta E_f$, and when the net force vanishes for every $\psi$ the mass ratios do not matter either. In that case the theory has no isotope effect, and in every case it has no phonon quantum fluctuations. The static distortion (4) is the mean displacement of a coherent state with amplitudes $-B^*_{\mathbf q\nu}/\sqrt{N_p}$, because the displacement operator is $\sum N_p^{-1/2}(2M\omega)^{-1/2}e\,e^{i\mathbf q\cdot\mathbf R}(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu})$ and both operators contribute that amplitude in the gauge $B_{-\mathbf q\nu}=B^*_{\mathbf q\nu}$. The mean phonon number is $N_p^{-1}\sum|B|^2$.

**Remark 7 (no polaron).** For the band-edge state $A=\sqrt{N_p}\,\delta_{nc}\delta_{\mathbf k\mathbf k_0}$, (3) leaves only $B_{0\nu}=g_{cc\nu}(\mathbf k_0,0)/\omega_{0\nu}$, and the energy with the lattice relaxed is $-\sum_\nu|g_{cc\nu}(\mathbf k_0,0)|^2/(N_p\omega_{0\nu})$. This is an upper bound on the minimum and vanishes as $1/N_p$. A negative $\Delta E_f$ at finite $N_p$ is therefore no evidence of binding: a polaron exists when $\Delta E_f$ tends to a strictly negative limit as $N_p\to\infty$. Solving (3) for $B$ and taking the lowest eigenvector of (2) are each exact minimizations of (8) over one set of variables, so alternating them never raises the energy. The limit is a stationary point, and whether it is a minimum is a separate question for the Hessian.

## A test on a two-band chain

The chain has 16 cells with sites $a,b$, masses $2\times10^4$ and $4\times10^4$ electron masses, and bond stretches $d_{1p}=u_{bp}-u_{ap}$, $d_{2p}=u_{a,p+1}-u_{bp}$ with springs $0.20$ and $0.15$ Ha/bohr$^2$. The hoppings are $-t_je^{-\gamma d_j}$ with $t_1=0.04$, $t_2=0.03$ Ha and $\gamma=1$ bohr$^{-1}$. The site energies are $0$ and $0.10$ Ha plus $0.05$ and $0.03$ Ha/bohr times the sum of the two adjacent stretches. There is no inversion centre, the net force vanishes identically, and all Bloch and phonon phases were randomized. Iteration of (2)–(3) was tested against direct minimization of (8) over real-space displacements. Both give $\Delta E_f=-0.00940111$ Ha and $\varepsilon=-0.06325003$ Ha, and the displacements and densities agree. Masses $9\times10^4$ and $10^4$ give the same $\Delta E_f$, and the finite-difference $dE/d\lambda$ gives the same $\varepsilon$. With band part $0.0084246$ Ha, $E_{\rm lat}=0.0178257$ Ha and $\varepsilon_{\rm CBM}=-0.0360233$ Ha, equation (6) reads $0.0084246-0.0178257=-0.0094011$ Ha and (5) reads $-0.0360233+0.0084246-2(0.0178257)=-0.063250$ Ha. The lowest Hessian eigenvalue is $+0.0065$ Ha/bohr$^2$, so the point is a minimum, and its $\Delta E_f$ lies far below the band-edge value (Remark 7) of $-5.9\times10^{-6}$ Ha. This localized state occupies 1.4 cells and changes a bond by 0.33 bohr. The nonlinear term dropped by A3 is of order 2.007 in the displacement and equals $-0.0019$ Ha at the solution, 20% of $|\Delta E_f|$: the digits above test the equations, not the accuracy of A3. Only one chain length was run, so they do not give the limit $N_p\to\infty$ that Remark 7 asks for either.

## The Fröhlich limit

Take one band $\varepsilon_{\mathbf k}=k^2/2m^*$, one mode of frequency $\omega$, cell volume $\Omega$, a cubic supercell with $L^3=N_p\Omega$, and a coupling $g(\mathbf q)$ independent of $\mathbf k$. With the envelope $\phi(\mathbf r)=L^{-3/2}N_p^{-1/2}\sum A_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, (3) becomes $B_{\mathbf q}=g\rho_{\mathbf q}/\omega$ with $\rho_{\mathbf q}=\int|\phi|^2e^{i\mathbf q\cdot\mathbf r}$. In a dielectric continuum, letting the ions relax lowers the field energy of a fixed charge from $E_H/\epsilon_\infty$ to $E_H/\epsilon_0$, a gain $E_H/\kappa$ with $1/\kappa=1/\epsilon_\infty-1/\epsilon_0$. At fixed $\phi$ the gain in (8) is $2E_{\rm lat}-E_{\rm lat}=E_{\rm lat}=N_p^{-1}\sum|g|^2|\rho_{\mathbf q}|^2/\omega$, and $E_H=(2L^3)^{-1}\sum_{\mathbf q\ne0}4\pi|\rho_{\mathbf q}|^2/q^2$, the background cancelling $\mathbf q=0$. Equating them for every $\rho$ fixes $|g|^2=2\pi\omega/(\Omega\kappa q^2)$. The theorem then makes $\Delta E_f=T-E_H/\kappa$ stationary, with $T$ the kinetic energy. This is the Landau–Pekar functional.

**Lemma 4.** For $L\to\infty$, $T:\Delta E_f:E_{\rm lat}:\varepsilon=1:-1:2:-3$, and at norm $\lambda$ the energy scales as $\lambda^3$ and lengths as $1/\lambda$.

*Proof.* For $\phi_s(\mathbf r)=s^{3/2}\phi(s\mathbf r)$ the energy is $s^2T-sE_{\rm lat}$. Stationarity at $s=1$ gives $E_{\rm lat}=2T$, so $\Delta E_f=-T$ and, by (5), $\varepsilon=T-4T$. At norm $\lambda$ the energy is $\lambda s^2T-\lambda^2sE_{\rm lat}$, and $s=\lambda$ maps it onto $\lambda^3(T-E_{\rm lat})$. $\square$

The same rescaling with $s=m^*/\kappa$ shows that the units are $\kappa/m^*$ for length and $m^*/\kappa^2=2\alpha^2\omega$ for energy, where $\alpha=\sqrt{m^*/2\omega}/\kappa$.

**Lemma 5.** For a spherical polaron small compared with $L$, to order $L^{-3}$,

$$\Delta E_f(L)=\Delta E_f(\infty)+\frac{\alpha_M}{2\kappa L}-\frac{2\pi\langle r^2\rangle}{3\kappa L^3},\qquad\varepsilon(L)=\varepsilon(\infty)+\frac{\alpha_M}{\kappa L}.$$

*Proof.* The periodic kernel $\varphi(\mathbf r)=4\pi L^{-3}\sum_{\mathbf q\neq0}e^{i\mathbf q\cdot\mathbf r}/q^2$ obeys $\nabla^2\varphi=-4\pi\delta(\mathbf r)+4\pi/L^3$ for $r<L$. Since $\nabla^2r^2=6$, the function $h=\varphi-1/r-2\pi r^2/3L^3$ is harmonic there, and $h(0)=-\alpha_M/L$ defines the Madelung constant. The distribution of $\mathbf r-\mathbf r'$ is spherical, so by the mean-value property $h$ averages to $h(0)$, and $\langle|\mathbf r-\mathbf r'|^2\rangle=2\langle r^2\rangle$ about the centre. Hence $E_H(L)=E_H-\alpha_M/2L+2\pi\langle r^2\rangle/3L^3$. The constant does not affect $\phi$, and by stationarity the $L^{-3}$ term is evaluated on the isolated $\phi$ with an error of second order, $L^{-6}$. Multiplying by $-1/\kappa$ gives the first formula. At norm $\lambda$ both corrections carry $\lambda^2$, and $\langle r^2\rangle\propto\lambda^{-2}$ by Lemma 4, so the $L^{-3}$ term is independent of $\lambda$. Differentiating at $\lambda=1$ (Remark 5) doubles the Madelung term and removes the other. $\square$

## Worked example

The parameters are round model values: a simple cubic lattice with $a=5$ bohr, $m^*=1$, $\epsilon_\infty=2.5$, $\epsilon_0=10$, $\omega=0.002$ Ha. Then $1/\kappa=0.4-0.1=0.3$, $\alpha=0.3\sqrt{1/0.004}=4.743$, $m^*/\kappa^2=0.09$ Ha, and $\varepsilon_{\rm CBM}=0$. Equations (2)–(3) were solved on three grids, with $\mathbf k$ and $\mathbf q$ in the first zone (energies in Ha).

| grid | $T$ | $E_{\rm lat}$ | $\Delta E_f$ | $\varepsilon$ |
|---|---|---|---|---|
| $24^3$ | 0.0046986 | 0.0061237 | −0.0014251 | −0.0075488 |
| $32^3$ | 0.0048083 | 0.0070683 | −0.0022600 | −0.0093284 |
| $40^3$ | 0.0048452 | 0.0076191 | −0.0027739 | −0.0103930 |

For $40^3$, $L=200$ bohr, (6) gives $0.0048452-0.0076191=-0.0027739$ Ha and (5) gives $0.0048452-2(0.0076191)=-0.0103930$ Ha. An independent radial solution of the isolated problem gives $T=0.054258$, $\Delta E_f=-0.054257$, $E_{\rm lat}=0.108515$, $\varepsilon=-0.162773$ in units of $m^*/\kappa^2$, whose ratios $T/\Delta E_f$, $E_{\rm lat}/\Delta E_f$ and $\varepsilon/\Delta E_f$ were tested to lie within $2\times10^{-4}$ of the values $-1$, $-2$ and $3$ of Lemma 4, and $\langle r^2\rangle=238.7$ bohr$^2$. The last digit of these radial energies carries the error of the finite radial step: the converged values are $0.054256$, $-0.054256$, $0.108513$ and $-0.162769$. In Ha this moves $\varepsilon$ from $-0.0146495$ to $-0.0146492$ and $E_{\rm lat}$ by a similar amount, and leaves $\Delta E_f=-0.0048831$ Ha and the meV values below unchanged. With $\alpha_M=2.837297$,

$$\frac{\alpha_M}{2\kappa L}=\frac{2.837297\times0.3}{400}=0.0021280,\qquad\frac{2\pi\langle r^2\rangle}{3\kappa L^3}=\frac{2\pi\times238.7\times0.3}{3\times8\times10^6}=0.0000187 .$$

The corrected values are $-0.0027739-0.0021280+0.0000187=-0.0048832$ Ha and $-0.0103930-2(0.0021280)=-0.0146490$ Ha. The radial results times $0.09$ Ha are

$$\Delta E_f=-0.0048831\ {\rm Ha}=-132.9\ {\rm meV},\qquad\varepsilon=-0.0146495\ {\rm Ha}=-398.6\ {\rm meV}.$$

The corrected grid values were tested against these at relative tolerances of $4\times10^{-3}$, $10^{-3}$ and $4\times10^{-4}$. The corrected $\Delta E_f$ of the two smaller grids, $-0.0048849$ and $-0.0048834$ Ha, miss the limit by $1.8\times10^{-6}$ and $0.3\times10^{-6}$ Ha. That fall is compatible with the factor $(4/3)^6=5.6$ of an $L^{-6}$ remainder, though the printed digits do not fix the exponent. Uncorrected, the $24^3$ value is 29% of the isolated one. From the $24^3$ to the $40^3$ grid $T$ rises by 3% and $E_{\rm lat}$ by 24% of their $24^3$ values, as expected from Lemma 5, where the $1/L$ term is a constant in $E_{\rm lat}$ alone.

The distortion holds $0.0097664/0.002=4.88$ phonons on average. The self-repulsion removed by (7) is $E_H=\kappa E_{\rm lat}=0.03255$ Ha; left in, it gives $-0.00488+0.03255=+0.0277$ Ha on this orbital. Screening it by $\epsilon_\infty$ still gives $+0.0081$ Ha, since $1/\epsilon_\infty-1/\kappa=1/\epsilon_0>0$.

Assumption A6 is poorly met at this coupling. Second-order perturbation theory with quantized phonons shifts the band edge by

$$-\frac1{N_p}\sum_{\mathbf q}\frac{|g|^2}{\omega+q^2/2m^*}\to-\frac{\omega}{\pi\kappa}\int_0^\infty\frac{dq}{\omega+q^2/2m^*}=-\frac{\omega}{\pi\kappa}\cdot\frac{\pi}{2}\sqrt{\frac{2m^*}{\omega}}=-\alpha\omega ,$$

where $N_p^{-1}\sum_{\mathbf q}\to\Omega\int4\pi q^2dq/(2\pi)^3$ and the integral is extended to infinity, the continuum limit. Wavevectors outside the first zone all have $q>\pi/a$ and contribute less than $\frac{\omega}{\pi\kappa}\int_{\pi/a}^\infty 2m^*dq/q^2=\frac{\omega}{\pi\kappa}\cdot\frac{2m^*a}{\pi}=6.1\times10^{-4}$ Ha to the magnitude of $-\alpha\omega$. The shift $-\alpha\omega$ is $-0.00949$ Ha, or $-258$ meV, about twice the adiabatic $-0.1085\,\alpha^2\omega$, and for $\alpha>0$ the two expressions cross only at $\alpha=1/0.1085=9.2$. Neither number is the exact energy of the quantum model. The adiabatic one is the expectation value in the product of $\phi$ with the coherent state of Remark 6, measured from the zero-point energy, and so is an upper bound. It has no term linear in $\alpha$ and therefore misses the leading shift at weak coupling. The program that performs these tests and its output are printed below.

## Numbers as computed

```
P1 H2O 6-31G, O(0,0,0), H(+-1.43,1.11,0) bohr
P1 Slater: cubic coeff, kernel 0.005610 Ha; energies at lam=0.1 0.005615 Ha
P1 LDA(VWN): <H_KS> = -0.23035 Ha, E_H[dn] = 0.38178 Ha
P1 LDA remainder lam=0.1: raw 3.3818e-03 Ha, SIC 4.6664e-06 Ha
P1 LDA remainder order: raw 2.002, SIC 3.003
P1 LDA remainder lam=-1: raw 0.33149 Ha, SIC -0.00505 Ha
P2 N=16; e_a=0.0, e_b=0.1, t1=0.04, t2=0.03 Ha; gamma=1.0 1/bohr
P2 beta_a=0.05, beta_b=0.03 Ha/bohr; k1=0.2, k2=0.15 Ha/bohr^2; M=20000,40000 m_e
P2 eps_CBM = -0.0360233 Ha; optical w(q=0) = 0.005123 Ha
P2 dE_f: A,B -0.00940111 Ha; real space -0.00940111 Ha; masses 9e4,1e4 -0.00940111 Ha
P2 eps: A,B -0.06325003 Ha; real space -0.06325003 Ha; dE/dlam -0.06325003 Ha
P2 band part 0.00842456 Ha; E_lat 0.01782566 Ha; u.C.u/2 0.01782566 Ha
P2 participation 1.391 cells; max bond change 0.3251 bohr
P2 lowest Hessian eigenvalue 0.00651 Ha/bohr^2; extended-state dE_f -5.912e-06 Ha
P2 dropped nonlinear term -0.001874 Ha, order 2.007
P3 a=5.0 bohr, m*=1.0, eps_inf=2.5, eps_0=10.0, w=0.002 Ha
P3 kappa = 3.33333, alpha = 4.74342, kappa/m* = 3.33333 bohr, m*/kappa^2 = 0.09000 Ha
P3 Madelung constant (simple cubic) = 2.837297
P3 radial, units m*/kappa^2: kin 0.054258, dE_f -0.054257, lat 0.108515, eps -0.162773
P3 dE_f/(alpha^2 w) = -0.108514; <r^2> = 238.715 bohr^2; rms 15.450 bohr
P3 24^3 L=120 bohr: kin 0.0046986, lat 0.0061237, dE_f -0.0014251, eps -0.0075488 Ha
P3 24^3 aM/2kL 0.0035466, L^-3 term 0.0000868; corrected dE_f -0.0048849, eps -0.0146420 Ha
P3 32^3 L=160 bohr: kin 0.0048083, lat 0.0070683, dE_f -0.0022600, eps -0.0093284 Ha
P3 32^3 aM/2kL 0.0026600, L^-3 term 0.0000366; corrected dE_f -0.0048834, eps -0.0146483 Ha
P3 40^3 L=200 bohr: kin 0.0048452, lat 0.0076191, dE_f -0.0027739, eps -0.0103930 Ha
P3 40^3 aM/2kL 0.0021280, L^-3 term 0.0000187; corrected dE_f -0.0048832, eps -0.0146490 Ha
P3 isolated: kin 0.0048833 Ha, lat 0.0097664 Ha
P3 isolated: dE_f -0.0048831 Ha = -132.88 meV
P3 isolated: eps -0.0146495 Ha = -398.63 meV
P3 mean phonon number (1/N)sum|B|^2 = 4.8832
P3 E_H[dn] = 0.0325546 Ha; dE_f + E_H = 0.0276715 Ha; dE_f + E_H/eps_inf = 0.0081387 Ha
P3 second-order energy -alpha*w = -0.0094868 Ha = -258.15 meV
P3 alpha where adiabatic and second-order energies cross = 9.215
```
